\section*{Why Larger Contact Arrays Fail Earlier: Weibull Weakest-Link Scaling}

\section{Definitions and conventions}

An array has $N$ contacts with lifetimes $T_1,\dots,T_N$, and it fails when its first contact fails. Its lifetime is therefore
\begin{equation}
L_N=\min(T_1,\dots,T_N).
\end{equation}
For one contact, $F_1(t)$ is the probability of failure by time $t$, $S_1=1-F_1$ is the survival probability, $f_1=-dS_1/dt$ is the density of failure times, and $h_1=f_1/S_1$ is the hazard, the failure rate among survivors. The same letters with index $N$ refer to the array.

The solvable model takes identical, independent contacts with Weibull survival
\begin{equation}
S_1(t)=\exp\!\left[-\left(\frac{t}{\eta}\right)^{\beta}\right],\qquad \eta,\beta>0 .
\label{eq:one}
\end{equation}
The scale $\eta$ is the time at which $S_1=1/e$, and $\beta$ is the shape. When arrays are compared, current per contact, temperature and contact geometry are held fixed; only $N$ changes, until heating is considered below.

\section{More chances to fail}

Suppose contacts are added to an existing array without changing the lifetimes of those already there. The minimum is then taken over a larger set, and it cannot increase. This needs neither independence nor a Weibull law. It does need the proviso: if new contacts relieve the old ones of current, the old lifetimes change and the argument no longer applies.

How much earlier the failure comes depends on the statistics. The array survives to $t$ if every contact does, so independence gives
\begin{equation}
S_N(t)=P(T_1>t)\cdots P(T_N>t)=S_1(t)^N .
\label{eq:product}
\end{equation}
Taking minus the logarithmic derivative,
\begin{equation}
h_N=-\frac{d\ln S_N}{dt}=-N\frac{d\ln S_1}{dt}=Nh_1 .
\end{equation}
No contact has become weaker. The hazards add because any one of $N$ failures ends the life of the array.

Inserting Eq.~\eqref{eq:one} into Eq.~\eqref{eq:product},
\begin{equation}
S_N=\exp\!\left[-N\left(\frac{t}{\eta}\right)^{\beta}\right]
=\exp\!\left[-\left(\frac{t}{\eta_N}\right)^{\beta}\right],
\qquad \boxed{\eta_N=\eta N^{-1/\beta}},
\label{eq:main}
\end{equation}
since $N/\eta^\beta=1/(\eta N^{-1/\beta})^\beta$. The array lifetime is again Weibull, with the same shape and a shorter scale.

The time by which a fraction $p$ of arrays has failed follows from $1-p=S_N(t_p)$:
\begin{equation}
t_p=\eta_N[-\ln(1-p)]^{1/\beta}.
\label{eq:quantile}
\end{equation}
For the mean, integrate $\int_0^\infty t f_N\,dt$ by parts; the boundary term $-tS_N$ vanishes at both ends. With $x=(t/\eta_N)^\beta$, so that $dt=(\eta_N/\beta)x^{1/\beta-1}dx$,
\begin{equation}
\langle L_N\rangle=\int_0^\infty S_N\,dt
=\frac{\eta_N}{\beta}\int_0^\infty x^{1/\beta-1}e^{-x}dx
=\eta_N\,\Gamma\!\left(1+\frac1\beta\right).
\end{equation}
The last step uses $\Gamma(1/\beta)/\beta=\Gamma(1+1/\beta)$. Mean and quantiles all shrink by $N^{-1/\beta}$. Because $N$ enters only through $\eta_N$, the ratio of standard deviation to mean stays the same.

The shape sets the size penalty. For $\beta=1$ the hazard is constant and life falls as $1/N$. For $\beta>1$ the hazard starts at zero and grows, so an $N$-fold hazard is partly offset by the earlier time at which it acts, and the fall is slower. As $\beta\to\infty$ all contacts fail at the same time $\eta$ and size ceases to matter. For $\beta<1$ the hazard is greatest at the start, and life falls faster than $1/N$. In simulations of 40000 arrays at each of $N=1,10,100$, the fitted exponents of the mean life were $-1.000$, $-0.499$ and $-0.250$ for $\beta=1,2,4$.

\section{Earlier in probability}

A particular large array may still outlive a separate small one. Let independent arrays of $N$ and $M$ contacts share any parent law with a density. The larger fails first with probability
\begin{align}
P(L_N<L_M)&=\int_0^\infty f_N S_M\,dt
=\int_0^\infty N f_1S_1^{N-1}S_1^{M}\,dt\nonumber\\
&=N\int_0^1 s^{N+M-1}ds=\frac{N}{N+M},
\end{align}
where $s=S_1$ and $ds=-f_1dt$. The first failure is equally likely to be at any of the $N+M$ contacts. An array of 10000 thus fails before one of 100 with probability 0.990, not with certainty.

\section{Why a Weibull law can arise}

The first failure among many contacts samples the early tail of the parent law. Suppose that $F_1(t)=ct^\beta[1+o(1)]$ as $t\to0$. Set $t=x(cN)^{-1/\beta}$ with $x$ fixed. Then $F_1\to0$ while $NF_1\to x^\beta$, and
\begin{equation}
\ln S_N=N\ln(1-F_1)\longrightarrow -x^\beta=-Nct^\beta .
\end{equation}
A power-law early tail therefore suffices for Weibull scaling of the quantiles at large $N$, whatever the rest of the distribution looks like. The mean needs more: a late tail that decays too slowly can make it infinite.

One mechanism with such a tail is sequential damage. Let a contact fail after $m$ events, each occurring at rate $1/\tau$ once the previous one is complete. The number of events by time $t$ is Poisson distributed with mean $t/\tau$, so
\begin{equation}
F_1=e^{-t/\tau}\sum_{k=m}^{\infty}\frac{(t/\tau)^k}{k!}
\simeq\frac{1}{m!}\left(\frac{t}{\tau}\right)^m ,\qquad t\ll\tau ,
\end{equation}
and $\beta=m$. For $m=2$ the limiting median obeys $N(t/\tau)^2/2=\ln2$. At $N=10000$ this gives $t/\tau=0.01177$, against $0.01182$ from the full distribution.

\section{An array of silicide contacts}

Consider contacts 40~nm across, each carrying $5~\mu$A, or 0.40~MA/cm$^2$. Each feeds its own cell, so none has a substitute. Take $\beta=2$, a scale of 5000~h at 523~K and an activation energy $E_a=1.0$~eV. The use temperature, 378~K, is that of a contact operating alone. If current, mechanism and $\beta$ are the same at both temperatures, an Arrhenius law gives
\begin{equation}
\frac{\eta(378\,\mathrm K)}{\eta(523\,\mathrm K)}
=\exp\!\left[\frac{E_a}{k_B}\left(\frac1{378\,\mathrm K}-\frac1{523\,\mathrm K}\right)\right]=4971 ,
\end{equation}
where $k_B$ is Boltzmann's constant. Hence $\eta=5000\times4971$~h $=2835$~yr. This is a parameter of the extrapolated model, not a prediction that a contact survives for millennia.

For $N=10000$, $\eta_N=2835/\sqrt{10000}=28.4$~yr. Equation~\eqref{eq:quantile} with $p=0.001$ then gives $28.4\sqrt{0.0010005}=0.90$~yr, about 7900~h.

\begin{center}
\begin{tabular}{rrrr}
$N$ & scale (yr) & mean (yr) & 0.1\,\% failed (yr)\\
1 & 2835 & 2513 & 89.7\\
100 & 284 & 251 & 8.97\\
10000 & 28.4 & 25.1 & 0.90
\end{tabular}
\end{center}

Each hundredfold increase in $N$ costs a factor $100^{1/2}=10$. A requirement of at most 0.1\,\% failed arrays after 10~yr means $N(10/\eta)^2\le-\ln0.999$, or $N\le0.0010005\,(283.5)^2=80.4$. The largest permitted array has 80 contacts.

\section{When size also changes the contacts}

Cells heat one another, so a larger array is also hotter. With unequal scales $\eta_i$ and a common $\beta$, the product of survivals gives
\begin{equation}
S=\prod_i e^{-(t/\eta_i)^\beta}
=\exp\!\left[-t^\beta\sum_i\eta_i^{-\beta}\right],
\qquad \eta_{\rm array}^{-\beta}=\sum_i\eta_i^{-\beta}.
\end{equation}
Treat each cell as a point source of power $P$ on a silicon half-space of conductivity $\kappa$. Its heat crosses hemispheres of area $2\pi r^2$, so $P=-2\pi r^2\kappa\,d(\Delta T)/dr$ and $\Delta T=P/(2\pi\kappa r)$. The rise at contact $i$ is the sum over the other cells.

Take a 200~nm pitch, $\kappa=100$~W/(m\,K), and $P=0.7~\mathrm V\times5~\mu\mathrm A=3.5~\mu$W, with every cell continuously on. The mean rise is 0.73~K for 100 contacts and 8.2~K for 10000. The growth is roughly as $\sqrt N$, because the number of sources grows as $N$ and their distances as $\sqrt N$. The scales become 267~yr and 14.7~yr, which are 0.94 and 0.52 of the unheated values. Between these two sizes life now falls by a factor 18 instead of 10.

\section{Where the power law misleads}

\paragraph{A different early tail.}
A lognormal parent has $F_1=\Phi(z)$ with $z=(\ln t-\mu)/\sigma$, where $\Phi$ is the standard normal distribution function, $\phi$ its density, and $\mu$ and $\sigma$ the mean and standard deviation of $\ln t$. The array median satisfies $\Phi(z)=1-2^{-1/N}\simeq\ln2/N$. Differentiating with respect to $\ln N$ gives $\phi\,dz=-\Phi\,d\ln N$, and therefore
\begin{equation}
\frac{d\ln t}{d\ln N}=\sigma\frac{dz}{d\ln N}\simeq-\frac{\sigma\Phi(z)}{\phi(z)}\simeq-\frac{\sigma}{|z|},
\end{equation}
where the last form uses $\Phi\simeq\phi/|z|$ for large negative $z$. The exponent tends slowly to zero. With $\sigma=0.583$ and $\mu$ chosen to match the quartiles of the Weibull example, the exact exponent is $-0.29$ at $N=10$ and $-0.14$ at $N=10000$, instead of $-0.50$; the last form, valid only for large $|z|$, gives $-0.39$ and $-0.15$. At $N=10000$ the median is 244~yr for the lognormal parent and 23.6~yr for the Weibull parent. Two laws that nearly agree in the middle of the single-contact data differ tenfold for the array.

\paragraph{A shared condition.}
Let all hazards in one array be multiplied by the same random $Z$, for instance through a process variation common to that array. Take $Z$ gamma distributed with mean 1 and variance $v$. With $x=(t/\eta)^\beta$ and $k=1/v$, averaging $e^{-ZNx}$ gives
\begin{equation}
S_N=\int_0^\infty\frac{z^{k-1}e^{-z/v}}{\Gamma(k)v^k}e^{-zNx}dz
=\frac{(1/v+Nx)^{-k}}{v^{k}}=(1+vNx)^{-1/v}.
\end{equation}
Only the product $Nx$ appears, so every quantile still scales as $N^{-1/\beta}$. The danger lies in finding $\beta$. On a Weibull plot, $\ln(-\ln S_1)$ against $\ln t$, single contacts pooled from many arrays have the slope
\begin{equation}
\frac{d\ln(-\ln S_1)}{d\ln t}
=\frac{\beta vx}{(1+vx)\ln(1+vx)} ,
\end{equation}
because $-\ln S_1=\ln(1+vx)/v$ and $dx/d\ln t=\beta x$. The slope equals $\beta$ only in the early tail, $vx\to0$. For a deliberately large $v=1$, the median lies at $x=1$ and the slope there is $2/(2\ln2)=1.44$. Used as the shape, it predicts that the median is multiplied by 0.0017 at $N=10000$; the true factor is 0.010.

\paragraph{Redundancy.}
If the array tolerates one failure and the survivors take up no extra load, the number of failures in a large array at early times is nearly Poisson with mean $\mu_f=N(t/\eta)^\beta$. The failure probability is
\begin{equation}
1-e^{-\mu_f}(1+\mu_f)=\frac{\mu_f^2}{2}+O(\mu_f^3).
\end{equation}
For 10000 contacts the 0.1\,\% time rises from 0.90 to 6.0~yr. The early failure probability now varies as $t^{2\beta}$, because two rare events are needed.

\section{The model beside real contacts}

The example is meant to lie in the regime of nickel-silicide contacts to silicon, but its parameters are rough assumed values, not measurements on a particular process. Having every cell on continuously overstates the mean power if cells are on only part of the time, and the heat estimate omits metal, oxide and package. It also assumes diffusive heat flow, which is doubtful over distances below about 1~$\mu$m, comparable with phonon mean free paths in silicon. Cells that close supply about two thirds of the computed mean rise for 100 contacts, but only about a tenth for 10000. Replacing the Weibull parent by the lognormal one with the same quartiles moves the median of the 10000-contact array tenfold. With the single-contact scale fixed, changing $\beta$ from 1.8 to 2.2 moves the 10000-contact scale from 17 to 43~yr; with the 5000~h scale at 523~K fixed instead, adding 0.05~eV to $E_a$ multiplies the lives extrapolated to 378~K by 1.5. Real arrays may also contain defective contacts that fail at once. With an assumed fraction $q=10^{-5}$, an array of 10000 contains at least one with probability $1-(1-q)^{10000}=9.5\,\%$, far above the 0.1\,\% target. The limit of 80 contacts was derived for independent, defect-free contacts without redundancy, with the assumed scale and Weibull shape and no mutual heating. With the heating estimated above, a block of 10 by 8 contacts would already miss the target slightly, with 0.11\,\% failed after 10~yr.

\section*{Computed values}
\begin{verbatim}
SIMULATED FIRST FAILURES (40000 arrays each)
beta 1: fitted exponent of mean life -1.000, -1/beta = -1.000
beta 2: fitted exponent of mean life -0.499, -1/beta = -0.500
beta 4: fitted exponent of mean life -0.250, -1/beta = -0.250
80 contacts fail before 20 others: simulated 0.801, N/(N+M) = 0.800
10000 before 100 others: N/(N+M) = 0.9901
TWO SEQUENTIAL DAMAGE EVENTS, N = 10000
median life / event time: true 0.01182, Weibull limit 0.01177
WORKED EXAMPLE
shape beta 2.0; scale at stress 5000 h
stress 523 K, use 378 K, activation energy 1.00 eV
contact diameter 40 nm, current 5.0 uA, density 0.40 MA/cm2
acceleration factor 4971
N = 1: scale 2835.49 yr, mean 2512.89 yr, 0.1 % failed at 89.688 yr
N = 100: scale 283.55 yr, mean 251.29 yr, 0.1 % failed at 8.969 yr
N = 10000: scale 28.35 yr, mean 25.13 yr, 0.1 % failed at 0.897 yr
N = 10000: 0.1 % failed at 7862 h
largest N with at most 0.1 % failed in 10 yr: 80
NEGLECTED EFFECTS
pitch 200 nm, supply 0.7 V, cell power 3.50 uW, conductivity 100 W/(m K)
heating, N = 100: mean 0.73 K, max 0.87 K, scale 267.33 yr (0.943 of unheated)
heating, N = 10000: mean 8.17 K, max 9.71 K, scale 14.72 yr (0.519 of unheated)
lognormal parent, same quartiles: sigma 0.583
median life, N = 10000: Weibull 23.6 yr, lognormal 244.5 yr
lognormal local exponent: N = 10 -0.291, N = 10000 -0.144
beta 1.8: scale for N = 10000 17.0 yr
beta 2.2: scale for N = 10000 43.1 yr
activation energy + 0.05 eV: all lives times 1.53
shared multiplier, variance 1.0: pooled slope 1.443 against beta 2.0
median shrinks for N = 10000 by: true 0.01000, from pooled slope 0.00169
defective fraction 1e-05: array of 10000 holds one or more with probability 9.52 %
one failure tolerated, N = 10000: 0.1 % failed at 6.04 yr, gain 6.74
\end{verbatim}
